When interface reactions suppress a second silicide layer: the Gösele–Tu threshold, part 2

A metal film M reacts with silicon to form two flat silicide layers, M | b | g | Si, with b = M_pSi, g = M_qSi and p > q. The question is when g can grow beside b. Only metal moves; its flux J per unit area is positive towards the silicon and taken as uniform across each layer, the quasi-steady approximation.

For each layer, x is the thickness, c the equilibrium drop of metal concentration, D the diffusivity, V the volume per silicon atom and N the number of formula units per area. Interface rates are linear in the departure from equilibrium, with coefficients k_in and k_out at the metal-side and silicon-side faces and 1/k = 1/k_in + 1/k_out. Then

J = c/(1/k + x/D)

dx_b/dt = V_b (J_b − J_g)/(p − q)

dx_g/dt = V_g (pJ_g/q − J_b)/(p − q)

When b touches silicon directly, its drop is c_b⁰ > c_b, its flux is J_b⁰ and dx_b/dt = V_b J_b⁰/p. Seeds of g are assumed to keep appearing there. With a settled profile in b, a vanishingly thin g grows once x_b exceeds

x_c = (D_b/k_b)(A − 1), with A = q k_b c_b/(p k_g c_g)

or, multiplied out,

x_c = q D_b c_b/(p k_g c_g) − D_b/k_b

If A ≤ 1, there is no suppression. A g layer of thickness l grows when x_b > X(l) and shrinks when x_b < X(l), where

X(l) = (D_b/k_b)[A(1 + k_g l/D_g) − 1]

On the line x_b = X(x_g), dx_b/dt = V_b J_b/p.

The example uses round model parameters for M₂Si and MSi at 573 K (p = 2, q = 1):

For b: c_b = 0.5 nm⁻³, k_b = 100 nm/s, D_b = 2000 nm²/s, V_b = 0.033 nm³.

For g: c_g = 0.2 nm⁻³, k_g = 5 nm/s, D_g = 1000 nm²/s, V_g = 0.024 nm³.

Hence A = 25, x_c = 480 nm and X(l) = 480 nm + 2.5 l.

**Q.** All this rests on uniform fluxes. You promised to examine that.

**A.** Solve the time-dependent diffusion problem in both layers, with moving boundaries and the storage of metal included. Start with b at 400 nm and g at 20 nm. The g layer first shrinks, reaches a minimum of 6.50 nm when b is 496.1 nm thick, and then recovers. The quasi-steady line for that value of l lies at 480 + 2.5 × 6.50 = 496.3 nm. The difference is −0.036 % of the line's value. This number is for k_in = k_out in each layer, and its smallness is a near-cancellation. With 5 % or 95 % of the resistance 1/k_g at the b/g face the difference is +0.17 % or −0.25 %, so the approximation costs a few tenths of a percent. Doubling the number of cells moves the position of the minimum by about 0.001 nm, so the small difference is not a mesh effect of that size.

**Q.** You chose a layer that survived.

**A.** With b again at 400 nm but g at 8 nm, g has shrunk to 0.50 nm when b reaches 445.0 nm, where the calculation stops. At that point the growth equations give g a loss of about 0.004 nm/s and b a gain of about 0.04 nm/s. The last 0.50 nm of g is gone within 200 s, while b gains less than 10 nm and stays below 480 nm. In the planar model g therefore vanishes. On the other side of the threshold, with b at 520 nm and g at 1 nm, g has grown to 3.24 nm after 600 s. The three runs show the three fates: recovery, loss and growth.

**Q.** How long must I wait for b to reach 480 nm?

**A.** While b is alone its growth law is

dx_b/dt = (V_b c_b⁰/p)/(1/k_b + x_b/D_b)

Separate the variables:

(1/k_b + x_b/D_b) dx_b = (V_b c_b⁰/p) dt

Integrate from zero thickness at t = 0 and solve for the time:

t = p [x_b/k_b + x_b²/(2D_b)]/(V_b c_b⁰)

For the example I take c_b⁰ = 0.6 nm⁻³ and keep k_b and D_b the same as for b on g. The bracket at x_b = 480 nm is

480/100 + 480²/4000 = 4.8 + 57.6 = 62.4 s 

**Q.** Is each term in the bracket a time?

**A.** Yes. Thickness over k is nm/(nm/s) = s, and thickness squared over D is nm²/(nm²/s) = s. The factor in front is 2/(0.033 × 0.6) = 101.0, a pure number. The waiting time is 6303 s, or 1.75 h. Most of it comes from the diffusion term. This wait assumes that every seed is lost until b reaches x_c. If the adjustment of the profile in b is included, a covering seed of zero initial thickness first grows to about 0.3 nm and survives from x_b ≈ 464 nm, which is reached after about 5900 s.

**Q.** If I look at the sample just after 1.75 h, I should then see two layers.

**A.** You would need to look very closely. At the threshold the growth rate of g is zero, and it builds up as b thickens. Let τ be the time since the crossing, with x_g = 0 and a settled profile in b at τ = 0. To first order,

x_b = x_c + (V_b J_b/p) τ

The slope of the flux law is

dJ_b/dx_b = −(c_b/D_b)/(1/k_b + x_b/D_b)² = −J_b²/(D_b c_b)

so J_b falls by V_b J_b³ τ/(p D_b c_b). The change in J_g is proportional to x_g, which will turn out to be of order τ², and it can be dropped here. Insert the fall of J_b into the rate of g:

dx_g/dt = Sτ, with S = V_g V_b J_b³/[p(p − q) D_b c_b]

and therefore x_g = Sτ²/2, with J_b taken at x_c.

**Q.** Numbers?

**A.** With J_b = 2 nm⁻² s⁻¹ and D_b c_b = 1000 nm⁻¹ s⁻¹,

S = 0.024 × 0.033 × 8/(2 × 1 × 1000) = 3.17 × 10⁻⁶ nm/s²

After 100 s the formula gives 0.0158 nm, and integration of the full growth equations gives 0.0156 nm. Such a thickness has no meaning as a layer of atoms; it checks the law. A g layer of 5 nm, which one might hope to detect, takes 2088 s, and by then b is 541 nm thick.

**Q.** Your quadratic law would give 5 nm sooner.

**A.** It would, at √(2 × 5/S) ≈ 1780 s. The next corrections to dx_g/dt are of order τ² and all reduce it. The flux J_g falls as g thickens. Layer b slows down as its own flux drops. The curve J_b(x_b) also flattens with thickness, so J_b falls less than its initial slope suggests.

An experimenter who takes the thickness of b at the first visible g as the critical thickness would here read 541 nm instead of 480 nm, which is 13 % too high relative to x_c. The excess depends on the smallest g that can be seen.

**Q.** Does g eventually overtake b?

**A.** Let us see what the growth equations do when both layers are much thicker than their lengths D/k. Then J_b = D_b c_b/x_b and J_g = D_g c_g/x_g. Define

y = x_b/x_g, r = D_b c_b/(D_g c_g), w = V_b/V_g

so that J_b/J_g = r/y. Dividing the two growth rates gives

(dx_b/dt)/(dx_g/dt) = w(r/y − 1)/(p/q − r/y) = w(r − y)/(py/q − r)

A constant ratio y requires the left side to equal y. Multiply by the denominator:

py²/q − ry = wr − wy

or

Q(y) = (p/q)y² + (w − r)y − wr = 0

The product of the two roots is −wrq/p, which is negative, so there is one positive root.

**Q.** A constant solution need not be where the system goes.

**A.** Use the rates to find how y changes:

d(ln y)/dt = (1/x_b) dx_b/dt − (1/x_g) dx_g/dt

Substitute x_b = y x_g and J_b = rJ_g/y, with J_g = D_g c_g/x_g, and collect the terms:

d(ln y)/dt = V_g D_g c_g [w(r − y) − py²/q + ry]/[(p − q) x_g² y²]

The bracket is −Q(y). Above the positive root Q is positive and y falls; below it Q is negative and y rises. The ratio is drawn towards the root.

In the example r = 1000/200 = 5 and w = 0.033/0.024 = 1.375. The equation 2y² − 3.625y − 6.875 = 0 gives y = 2.97. Integrating the growth equations to very late times also gives 2.97. So here b remains the thicker layer, though other parameters could give y < 1.

**Q.** How soon is that ratio reached?

**A.** Slowly. One hour after the crossing b is 580 nm and g 12 nm. After ten hours they are 1092 nm and 174 nm, a ratio of 6.3. These figures assume that metal is still available.

**Q.** Which it may not be. My films are thin.

**A.** Then the metal supply decides. A film of thickness h, with volume V_M per metal atom, holds h/V_M atoms per area. If all of them go into b, the layer has h/(pV_M) formula units and the thickness

x_b = hV_b/(pV_M)

Setting x_b = x_c gives the critical film thickness

h_c = p x_c V_M/V_b

With V_M = 0.011 nm³,

h_c = 2 × 480 × 0.011/0.033 = 320 nm

A thinner film is used up before b reaches x_c.

**Q.** So with a 100 nm film I never get MSi.

**A.** You get it after the metal is gone. The 100 nm film makes b 150 nm thick, in a time

t = 101.0 × (150/100 + 150²/4000) = 101.0 × 7.125 = 720 s

Then J_b = 0, and the growth equations become

dx_b/dt = −V_b J_g/(p − q)

dx_g/dt = V_g p J_g/[q(p − q)]

Nothing now converts g back into b. Layer g grows from zero although b never reached 480 nm. The rule that a very thin g shrinks while b is thinner than x_c therefore applies only while metal remains.

**Q.** How long does the conversion take?

**A.** Insert J_g = c_g/(1/k_g + x_g/D_g), separate variables as before and integrate:

t = q(p − q)[x_g/k_g + x_g²/(2D_g)]/(pV_g c_g)

When b has been consumed, all the metal is in g, so x_g = hV_g/(qV_M) = 100 × 0.024/0.011 = 218 nm. Then

t = [218.2/5 + 218.2²/2000]/(2 × 0.024 × 0.2) = (43.6 + 23.8)/0.0096 ≈ 7025 s

The film thus shows the two silicides one after the other: b for 12 minutes, then nearly two hours of conversion.

**Q.** You let no silicon move. Suppose a little does.

**A.** Let a silicon flux fJ_g pass through g from the wafer to the b/g boundary and react there, with none entering b. The metal count is unchanged, and the silicon count gains a term:

p dN_b/dt + q dN_g/dt = J_b

dN_b/dt + dN_g/dt = J_g/q + fJ_g

Multiply the second equation by p and subtract the first:

(p − q) dN_g/dt = (p/q)(1 + qf)J_g − J_b

The supply side of g is stronger by the factor 1 + qf, so A is divided by it. For f = 0.05,

x_c = 20 × (25/1.05 − 1) = 456 nm

which is 5 % below the original value.

**Q.** And nucleation? Your seeds appear for free.

**A.** That is the weakest assumption. For a spherical nucleus with interface energy σ and driving energy Δ per volume,

E(r) = 4πr²σ − (4/3)πr³Δ

where r is now the radius. Setting dE/dr = 8πrσ − 4πr²Δ = 0 gives r = 2σ/Δ, and inserting this gives

E = (16 − 32/3)πσ³/Δ² = 16πσ³/(3Δ²)

Take a drive of 0.2 eV per MSi unit, or 1.34 × 10⁹ J/m³. This is about 4 kT, so the linear interface law of Part 1 is itself a rough approximation for a thin g, where the whole drop lies across the interfaces. For σ = 0.2 J/m² the radius is 0.30 nm and the barrier 0.47 eV, about 9.5 kT. For σ = 0.4 J/m² they are 0.60 nm and 3.75 eV, or 76 kT. These radii are of atomic size, so the classical formula is a rough guide.

The finite seed size has a modest effect. A layer as thick as the nucleus diameter raises the threshold for immediate growth by 1.5 nm or 3.0 nm. It can still survive from a thinner b, because near the threshold it shrinks slowly while b thickens. The law x_g = Sτ²/2, read backwards in time from the threshold, gives a 0.6 nm layer about √(2 × 0.6/S) ≈ 615 s. Layer b gains about 20 nm in that time, so with a settled profile in b such a layer survives once b is near 460 nm. The barrier can matter a great deal more. At 76 kT such nuclei would be so rare that g could be absent far beyond x_c. The absence of g does not by itself prove that the flux competition is at work.

**Q.** How well must I know the temperature?

**A.** Suppose D_b and k_b have an activation energy of 1.5 eV and k_g one of 1.8 eV, with the concentration drops held fixed. Then D_b/k_b is constant and A is proportional to exp(0.3 eV/kT). The threshold is 537 nm at 563 K and 431 nm at 583 K. An error of 10 K moves it by about 10 to 12 %. If the order of the activation energies were reversed, x_c would rise with temperature.

**Q.** Set this beside a real nickel contact. Would you design with 480 nm?

**A.** No. In the nickel–silicon system Ni₂Si commonly forms first and NiSi later, at temperatures of very roughly 500 to 700 K, and nickel is the main moving species; this is why I chose the regime. Contact films in devices are typically of the order of 10 nm of metal, with anneals far shorter than our hours. The model's 480 nm layer and 1.75 h wait are thus far outside device practice. One assumption that such a contact plainly breaks is the unlimited metal supply: 10 nm of metal makes 15 nm of b. With the model parameters the threshold is then not reached and g follows after exhaustion. These parameters are not fitted to nickel, so the model does not say where the threshold of a real contact lies.

The result is also sensitive to k_g. Doubling it to 10 nm/s, with the rest fixed, halves the 500 nm term and gives x_c = 250 − 20 = 230 nm. A rule such as "keep the metal below 320 nm to form the silicides in sequence" is therefore tied to these parameters, this temperature and easy nucleation, and must be recomputed for any others. Even here it is approximate, since seeds of finite size can survive somewhat before b reaches x_c.

**Q.** What measurement would separate your explanation from a nucleation barrier?

**A.** Prepare a thin g layer between b and silicon, with metal still present, and anneal. Nucleation is then no longer needed. In this model g shrinks if x_b < X(l) and grows if x_b > X(l). Shrinkage alone does not settle the question, however. Even without suppression, when A ≤ 1, a thick g passes little metal and can shrink at first under a thin b, but it then stops at a finite thickness and recovers. The prepared layer must therefore be thin. If the absence of g had been due to nucleation alone, a sufficiently thin layer would grow under any b. With suppression by the fluxes, such a layer shrinks while b is thinner than x_c. The numerical output below lists the values for the three prepared layers discussed above.

Table of computed values

```
temperature 573 K, kT 0.0494 eV; p = 2, q = 1
layer b: c 0.5 /nm3, k 100 nm/s, D 2000 nm2/s, V 0.033 nm3
layer b: k*c 50.00 /(nm2 s), D/k 20 nm
layer b: c*V/ratio 0.83 % of its metal
layer g: c 0.2 /nm3, k 5 nm/s, D 1000 nm2/s, V 0.024 nm3
layer g: k*c 1.00 /(nm2 s), D/k 200 nm
layer g: c*V/ratio 0.48 % of its metal
drop in b directly on Si: 0.6 /nm3; V_M 0.011 nm3
ratio q k_b c_b/(p k_g c_g): 25.00
critical thickness x_c: 480.0 nm
x_c by root search (seed 0.001 nm): 480.00 nm
x_c for very fast b interfaces: 500.0 nm
k_g above which g is never suppressed: 125 nm/s
fluxes at x_c: J_b 2.000, J_g 1.000 /(nm2 s)
waiting time to x_c: 6303 s = 1.75 h
critical metal thickness h_c: 320.0 nm
moving-boundary calculation, start b 400 nm:
  g from 20 nm: minimum 6.50 nm at b 496.1 nm
  formula X(l) there: 496.3 nm
  shift by metal storage: -0.036 %
  change of b at minimum on doubling cells: -0.0009 nm
  g from 8 nm: down to 0.50 nm at b 445.0 nm
start b 520 nm, g 1 nm: after 600 s g is 3.24 nm
onset coefficient S: 3.168e-06 nm/s2
g 100 s after x_c: 0.01558 nm, S t^2/2 0.01584 nm
g reaches 5 nm 2088 s after x_c, at b 541.4 nm
1 h after x_c: b 579.5 nm, g 12.1 nm
10 h after x_c: b 1091.5 nm, g 174.3 nm
late ratio x_b/x_g: 2.9699, integrated 2.9703
metal film 100 nm: b reaches 150.0 nm in 720 s
  then g reaches 218.2 nm in a further 7025 s
silicon flux 0.05 J_g: x_c becomes 456.2 nm
nucleation drive: 0.2 eV per MSi unit = 1.335e+09 J/m3
  interface energy 0.2 J/m2: radius 0.30 nm
    barrier 0.47 eV = 9.5 kT, seed-size shift of x_c 1.5 nm
  interface energy 0.4 J/m2: radius 0.60 nm
    barrier 3.75 eV = 76.0 kT, seed-size shift of x_c 3.0 nm
activation energies: b 1.5 eV, g interfaces 1.8 eV
x_c at 563 K 537.0 nm, at 583 K 430.5 nm
```
